# Conservative finite volumes for Korhonen stress evolution on an interconnect graph: a program that tests the result

```python
# Result under test: a finite-volume form of Korhonen's stress equation on a
# network of metal lines, with conservative junction cells, keeps the number of
# atoms and relaxes to  stress = mean + (Z e / Omega) (phi - volume mean of phi).
#   stress : hydrostatic stress, tension positive      phi : electric potential
#   Z      : effective charge number (negative: atoms follow the electrons)
#   Omega  : atomic volume    B : effective modulus    D : atomic diffusivity
# Atom current in a line of cross-section A, with force F = -Z e dphi/dx:
#   I = A D / (Omega k T) * (Omega dstress/dx + F)
# Linearised atom number of a cell of volume V: (V / Omega) (1 - stress / B)
# All quantities are in SI units inside the program.
from types import SimpleNamespace
import numpy as np
from scipy import constants, sparse
from scipy.optimize import brentq
from scipy.sparse.linalg import splu

e = constants.e
temperature = 600.0
kT = constants.k * temperature
Omega = 1.2e-29
B = 30e9
Z = -2.0
resistivity = 3e-8
thickness = 0.2e-6
current = 0.2e-3
stress0 = 100e6
t_obs = 24 * 3600.0
MPa = 1e6

# tail vertex, head vertex, length (um), width (um), D (1e-16 m^2/s)
table = np.array([[0, 1, 30, 0.2, 1], [1, 2, 20, 0.1, 2], [1, 3, 40, 0.1, 1],
                  [2, 3, 30, 0.2, 2], [3, 4, 20, 0.3, 1], [2, 5, 25, 0.1, 1]])
tail, head = table[:, 0].astype(int), table[:, 1].astype(int)
length, width, diffusivity = table[:, 2] * 1e-6, table[:, 3] * 1e-6, table[:, 4] * 1e-16
area = width * thickness
n_branch, n_vertex = len(table), 6
kappa = diffusivity * B * Omega / kT

# Electric potentials from Kirchhoff's laws; vertex 4 is grounded.
laplacian = np.zeros((n_vertex, n_vertex))
for b in range(n_branch):
    i, j, c = tail[b], head[b], area[b] / (resistivity * length[b])
    laplacian[i, i] += c
    laplacian[j, j] += c
    laplacian[i, j] -= c
    laplacian[j, i] -= c
free = [0, 1, 2, 3, 5]
injected = np.zeros(n_vertex)
injected[0] = current
phi_vertex = np.zeros(n_vertex)
phi_vertex[free] = np.linalg.solve(laplacian[np.ix_(free, free)], injected[free])
field = -(phi_vertex[head] - phi_vertex[tail]) / length
current_density = field / resistivity
common_Z = np.full(n_branch, Z)


def build_mesh(refine, areas, charges, rng=None):
    """Vertex-centred finite volumes; junction cells gather half-cells."""
    first, last, step, cell_area, cell_D, force, branch = [], [], [], [], [], [], []
    phi = list(phi_vertex)
    for b in range(n_branch):
        n = refine * int(round(length[b] / 5e-6))
        x = np.linspace(0, length[b], n + 1)
        if rng is not None:
            x[1:-1] += rng.uniform(-0.3, 0.3, n - 1) * length[b] / n
        ids = [tail[b]] + list(range(len(phi), len(phi) + n - 1)) + [head[b]]
        phi.extend(phi_vertex[tail[b]] - field[b] * x[1:-1])
        first += ids[:-1]
        last += ids[1:]
        step += list(np.diff(x))
        cell_area += [areas[b]] * n
        cell_D += [diffusivity[b]] * n
        force += [charges[b] * e * field[b]] * n
        branch += [b] * n
    step, cell_area, cell_D, force = map(np.array, (step, cell_area, cell_D, force))
    n_cell, n_node = len(step), len(phi)
    rows = np.arange(n_cell)
    P = sparse.csr_matrix((np.r_[-np.ones(n_cell), np.ones(n_cell)],
                           (np.r_[rows, rows], np.r_[first, last])),
                          shape=(n_cell, n_node))
    volume = np.zeros(n_node)
    np.add.at(volume, first, cell_area * step / 2)
    np.add.at(volume, last, cell_area * step / 2)
    g = cell_area * cell_D / (kT * step)
    drive = cell_area * cell_D * force / (Omega * kT)
    return SimpleNamespace(P=P, g=g, drive=drive, K=(P.T @ sparse.diags(g) @ P),
                           source=-(P.T @ drive), capacity=volume / (B * Omega),
                           volume=volume, phi=np.array(phi), branch=np.array(branch))


def atom_current(mesh, stress):
    return mesh.g * (mesh.P @ stress) + mesh.drive


def march(mesh, stress, dt, steps, cut=0):
    """Backward Euler; returns stress, worst atom drift, atoms through a cut."""
    lu = splu(sparse.csc_matrix(sparse.diags(mesh.capacity / dt) + mesh.K))
    start, drift, crossed = stress.copy(), 0.0, 0.0
    for _ in range(steps):
        stress = lu.solve(mesh.capacity / dt * stress + mesh.source)
        drift = max(drift, abs(mesh.capacity @ (stress - start)))
        crossed += dt * atom_current(mesh, stress)[cut]
    return stress, drift, crossed


def modes(mesh):
    root = np.sqrt(mesh.capacity)
    rates, vectors = np.linalg.eigh(mesh.K.toarray() / np.outer(root, root))
    return root, rates, vectors


def exact_in_time(mesh, t):
    """Solution of the space-discrete equations without time-step error."""
    root, rates, vectors = modes(mesh)
    small = np.abs(rates * t) < 1e-9
    safe = np.where(small, 1.0, rates)
    growth = np.where(small, t, -np.expm1(-safe * t) / safe)
    rhs = mesh.source - mesh.K @ np.full(len(root), stress0)
    return stress0 + vectors @ (growth * (vectors.T @ (rhs / root))) / root


def vertex_matrix(s):
    """Continuum Laplace-domain atom balance at the vertices."""
    matrix = np.zeros((n_vertex, n_vertex), complex)
    for b in range(n_branch):
        i, j = tail[b], head[b]
        k = np.sqrt(complex(s) / kappa[b])
        weight = area[b] * diffusivity[b] / kT * k
        sh, ch = np.sinh(k * length[b]), np.cosh(k * length[b])
        matrix[i, i] += weight * ch / sh
        matrix[j, j] += weight * ch / sh
        matrix[i, j] -= weight / sh
        matrix[j, i] -= weight / sh
    return matrix


def laplace_stress(t, M=20):
    """Continuum vertex stresses by Talbot inversion of the transform."""
    push = area * diffusivity * Z * e * field / (Omega * kT)
    rhs = np.zeros(n_vertex)
    np.add.at(rhs, tail, push)
    np.add.at(rhs, head, -push)
    r = 2 * M / (5 * t)
    total = 0.5 * np.exp(r * t) * np.linalg.solve(vertex_matrix(r), rhs / r).real
    for m in range(1, M):
        theta = m * np.pi / M
        cot = 1 / np.tan(theta)
        s = r * theta * (cot + 1j)
        slope = 1 + 1j * (theta + (theta * cot - 1) * cot)
        total += (np.exp(s * t) * slope * np.linalg.solve(vertex_matrix(s), rhs / s)).real
    return stress0 + r / M * total


def mean_phi(weights):
    middle = (phi_vertex[tail] + phi_vertex[head]) / 2
    return np.sum(weights * middle) / np.sum(weights)


phi_volume = mean_phi(area * length)
phi_length = mean_phi(length)
steady_vertex = stress0 + Z * e / Omega * (phi_vertex - phi_volume)

# Transient: space error against the continuum, time error against exact time.
reference = laplace_stress(t_obs)
assert np.max(np.abs(reference - laplace_stress(t_obs, 16))) < 1e-5 * MPa
space_error = []
for refine in (2, 4, 8):
    mesh = build_mesh(refine, area, common_Z)
    semi = exact_in_time(mesh, t_obs)
    space_error.append(np.max(np.abs(semi[:n_vertex] - reference)))
space_ratio = [space_error[0] / space_error[1], space_error[1] / space_error[2]]
assert all(3.6 < q < 4.4 for q in space_ratio)

uniform = np.full(len(mesh.phi), stress0)
half = 8 * int(round(length[0] / 5e-6)) // 2
time_error = []
for steps in (240, 480):
    final, drift, crossed = march(mesh, uniform, t_obs / steps, steps, cut=half)
    time_error.append(np.max(np.abs(final - semi)))
time_ratio = time_error[0] / time_error[1]
assert 1.85 < time_ratio < 2.15
gain = -mesh.capacity * (final - stress0)
displaced = gain[gain > 0].sum()
assert drift < 1e-8 * displaced
side = [0] + list(range(n_vertex, n_vertex + half))
side_gain = gain[side].sum()
assert side_gain > 0 and abs(side_gain + crossed) < 1e-8 * displaced

# Slowest relaxation rate: discrete eigenvalue against the continuum condition.
rate = modes(mesh)[1][1]
root_ratio = brentq(lambda q: np.linalg.det(vertex_matrix(-q * rate) / 1e-6).real, 0.9, 1.1)
assert abs(root_ratio - 1) < 1e-3
tau = 1 / (root_ratio * rate)

# Steady state from random initial stress on an irregular mesh.
rng = np.random.default_rng(7)
rough = build_mesh(3, area, common_Z, rng)
stress = stress0 + rng.uniform(-50, 50, len(rough.phi)) * MPa
mean_start = rough.capacity @ stress / rough.capacity.sum()
target = mean_start + Z * e / Omega * (rough.phi - phi_volume)
deviation = np.max(np.abs(stress - target))
for _ in range(60):
    stress = march(rough, stress, 2 * tau, 1)[0]
    new_deviation = np.max(np.abs(stress - target))
    assert new_deviation <= deviation + 1.0   # 1 Pa allows for rounding
    deviation = new_deviation
steady_error = deviation
assert steady_error < 1e-6 * MPa * 100

# The worked network itself, run to its steady state.
settled, long_drift, _ = march(mesh, uniform, 2 * tau, 60)
assert np.max(np.abs(settled[:n_vertex] - steady_vertex)) < 1e-4 * MPa
assert long_drift < 1e-7 * displaced
settled_gain = -mesh.capacity * (settled - stress0)
final_displaced = settled_gain[settled_gain > 0].sum()

# Loop with one branch of different effective charge: circulating atoms.
mixed_Z = common_Z.copy()
mixed_Z[2] = -3.0
mixed = build_mesh(4, area, mixed_Z)
mixed_stress = march(mixed, np.full(len(mixed.phi), stress0), 2 * tau, 60)[0]
mixed_flux = atom_current(mixed, mixed_stress)
orientation = np.array([0, 1, -1, 1, 0, 0])
work = np.sum(orientation * mixed_Z * e * field * length)
resistance = np.sum(np.abs(orientation) * length / (area * diffusivity))
loop_flux = work / (Omega * kT * resistance)
assert np.max(np.abs(mixed_flux - loop_flux * orientation[mixed.branch])) < 1e-5 * abs(loop_flux)
equal_flux = np.max(np.abs(atom_current(mesh, settled)))
assert equal_flux < 1e-5 * abs(loop_flux)

# Junctions that ignore line widths: right gradients, wrong number of atoms.
blind = build_mesh(8, np.full(n_branch, area.mean()), common_Z)
blind_stress = march(blind, uniform, 2 * tau, 80)[0]
blind_shift = blind_stress - settled
predicted_shift = Z * e / Omega * (phi_volume - phi_length)
assert np.max(np.abs(blind_shift - predicted_shift)) < 1e-4 * MPa
assert abs(predicted_shift) > 0.1 * MPa
false_atoms = -mesh.capacity @ (blind_stress - stress0)

print(f"temperature {temperature:.0f} K, kT = {kT / e * 1000:.3f} meV")
print(f"atomic volume {Omega * 1e30:.1f} A^3, modulus B {B / 1e9:.0f} GPa")
print(f"effective charge number Z {Z:.0f}")
print(f"resistivity {resistivity * 1e8:.1f} microohm cm")
print(f"line thickness {thickness * 1e6:.1f} um, current {current * 1e3:.1f} mA")
print(f"initial stress {stress0 / MPa:.0f} MPa")
print("branch: L um, width um, D 1e-16 m2/s, j MA/cm2 (tail to head)")
for b in range(n_branch):
    print(f" {tail[b]}-{head[b]}: {length[b]*1e6:.0f}, {width[b]*1e6:.1f}, "
          f"{diffusivity[b]*1e16:.0f}, {current_density[b]/1e10 + 0.0:.4f}")
print(f"kappa for D = 1e-16 m2/s: {kappa[0]:.4e} m2/s")
print(f"Z e / Omega = {Z * e / Omega / MPa / 1000:.4f} MPa per mV")
print(f"volume mean of phi {phi_volume * 1000:.4f} mV")
print(f"length mean of phi {phi_length * 1000:.4f} mV")
print("vertex: phi mV; stress MPa at 24 h (Laplace, scheme); steady")
for v in range(n_vertex):
    print(f" {v}: {phi_vertex[v]*1000:.4f}; {reference[v]/MPa:.3f}, "
          f"{final[v]/MPa:.3f}; {steady_vertex[v]/MPa:.3f}")
print(f"largest steady |stress|/B {np.max(np.abs(steady_vertex)) / B:.2e}")
print(f"slowest relaxation time {tau / 3600:.3f} h")
print(f"discrete/continuum slowest rate - 1: {1 / root_ratio - 1:.2e}")
print(f"nodes {len(mesh.phi)}, cell {5 / 8:.3f} um, time step {t_obs / 480:.0f} s")
print("space errors, cells 2.5, 1.25, 0.625 um: "
      + ", ".join(f"{x / MPa:.2e}" for x in space_error) + " MPa")
print(f"space error ratios {space_ratio[0]:.3f}, {space_ratio[1]:.3f}")
print(f"time errors, 360 and 180 s: {time_error[0]/MPa:.4f}, {time_error[1]/MPa:.4f} MPa")
print(f"time error ratio {time_ratio:.3f}")
print(f"atoms in network at zero stress {mesh.volume.sum() / Omega:.4e}")
print(f"atoms displaced after 24 h {displaced:.4e}")
print(f"atoms displaced in steady state {final_displaced:.4e}")
print(f"worst atom-number drift in 24 h {drift:.1e} atoms")
print(f"atoms gained by vertex-0 half of branch 0-1: {side_gain:.4e}")
print(f"atoms carried through that cut: {-crossed:.4e}")
print(f"random start, irregular mesh: steady error {steady_error:.1e} Pa")
print(f"Z of branch 1-3 changed to {mixed_Z[2]:.0f}:")
print(f" loop flux 1-2-3-1, formula {loop_flux:.4e} atoms/s")
print(f" loop flux 1-2-3-1, scheme {mixed_flux[mixed.branch == 1].mean():.4e} atoms/s")
print(f"largest steady flux with equal Z {equal_flux:.1e} atoms/s")
print(f"width-blind junctions: stress shift {predicted_shift / MPa:.3f} MPa")
print(f" false change of atom number {false_atoms:.4e}")
print("verified")
```

Output:

```
temperature 600 K, kT = 51.704 meV
atomic volume 12.0 A^3, modulus B 30 GPa
effective charge number Z -2
resistivity 3.0 microohm cm
line thickness 0.2 um, current 0.2 mA
initial stress 100 MPa
branch: L um, width um, D 1e-16 m2/s, j MA/cm2 (tail to head)
 0-1: 30, 0.2, 1, 0.5000
 1-2: 20, 0.1, 2, 0.5333
 1-3: 40, 0.1, 1, 0.4667
 2-3: 30, 0.2, 2, 0.2667
 3-4: 20, 0.3, 1, 0.3333
 2-5: 25, 0.1, 1, 0.0000
kappa for D = 1e-16 m2/s: 4.3458e-15 m2/s
Z e / Omega = -26.7029 MPa per mV
volume mean of phi 4.7736 mV
length mean of phi 5.0515 mV
vertex: phi mV; stress MPa at 24 h (Laplace, scheme); steady
 0: 12.1000; 5.733, 5.768; -95.637
 1: 7.6000; 69.044, 69.058; 24.526
 2: 4.4000; 100.600, 100.601; 109.976
 3: 2.0000; 130.137, 130.122; 174.063
 4: 0.0000; 165.943, 165.915; 227.469
 5: 4.4000; 99.728, 99.732; 109.976
largest steady |stress|/B 7.58e-03
slowest relaxation time 45.447 h
discrete/continuum slowest rate - 1: -2.71e-05
nodes 264, cell 0.625 um, time step 180 s
space errors, cells 2.5, 1.25, 0.625 um: 1.03e-01, 2.58e-02, 6.46e-03 MPa
space error ratios 4.004, 4.001
time errors, 360 and 180 s: 0.0577, 0.0289 MPa
time error ratio 2.000
atoms in network at zero stress 4.4167e+11
atoms displaced after 24 h 2.1259e+08
atoms displaced in steady state 5.3123e+08
worst atom-number drift in 24 h 7.6e-05 atoms
atoms gained by vertex-0 half of branch 0-1: 1.1735e+08
atoms carried through that cut: 1.1735e+08
random start, irregular mesh: steady error 7.2e-05 Pa
Z of branch 1-3 changed to -3:
 loop flux 1-2-3-1, formula 3.1394e+02 atoms/s
 loop flux 1-2-3-1, scheme 3.1394e+02 atoms/s
largest steady flux with equal Z 9.4e-10 atoms/s
width-blind junctions: stress shift 7.422 MPa
 false change of atom number -1.0926e+08
verified
```
